# Exponential Band Tails from a Quadratic Level Shift

## 1. Symmetry and scale

A localized level in a disordered solid depends on the positions of nearby atoms. Let $q$ be one such displacement, and let reversing its sign produce a mirror image of the same site. The level energy is then even in $q$. A linear term is forbidden, and the first allowed shift is quadratic. Write the depth of the level below its reference energy as

$$e=\tfrac12 c\,q^2,\qquad c>0, \tag{1}$$

and let $q$ vary from site to site as a Gaussian of zero mean and variance $s^2$:

$$G_s(q)=\frac{1}{\sqrt{2\pi}\,s}\,e^{-q^2/2s^2}. \tag{2}$$

The constants are $c$, an energy per length squared, and $s$, a length. The one energy they can form is

$$W=c\,s^2, \tag{3}$$

so the probability density of depths must have the form $P(e)=W^{-1}F(e/W)$. The shape of $F$ can also be anticipated. The exponent of (2) is quadratic in $q$, hence linear in $e$, which gives an exponential. Near $q=0$ the level is stationary, so many displacements share almost the same energy, which gives a divergence at $e=0$.

For a valence-band tail, energies are hole energies: "lower" means further up into the gap on the electron scale. The depth is vertical, meaning that the atoms stay fixed while the hole is created.

## 2. Where the quadratic shift comes from

Let the level, at energy zero, mix with a partner state at hole energy $\Delta>0$. If the two states have opposite parity under the mirror operation, their coupling is odd in $q$, to leading order $gq$. The eigenvalues $E$ of

$$\begin{pmatrix}0&gq\\ gq&\Delta\end{pmatrix} \tag{4}$$

obey $E(E-\Delta)=g^2q^2$. The lower root is negative; with $E=-e$,

$$e(e+\Delta)=g^2q^2,\qquad e=-\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+g^2q^2}. \tag{5}$$

For $|gq|\ll\Delta$ the root is $\frac{\Delta}{2}(1+2g^2q^2/\Delta^2+\dots)$, so $e\simeq g^2q^2/\Delta$. Comparison with (1) gives

$$c=\frac{2g^2}{\Delta}. \tag{6}$$

A second partner on the other side, at $-\Delta_2$ with coupling $g_2q$, pushes the level back. Eliminating both partners gives $E=g^2q^2/(E-\Delta)+g_2^2q^2/(E+\Delta_2)$. Setting $E=0$ on the right, which is correct to order $q^2$, yields

$$c=2\left(\frac{g^2}{\Delta}-\frac{g_2^2}{\Delta_2}\right). \tag{7}$$

The matrix (4) keeps only the mixing. The level's own diagonal energy is also even in $q$ and adds a term of its own to $c$. In a Hartree–Fock calculation on linear Li–O–Li with the oxygen displaced, this term is usually as large as the mixing terms or larger, although the split between them depends on the basis. The total $c$ of the O 2p levels runs from roughly $-500$ to $+1000$ eV/nm², depending on orbital and direction. Equations (6) and (7) are therefore one contribution to $c$, not all of it. The sign of $c$ is a condition, not a consequence of disorder. If $c<0$, the level moves into the band and this mechanism makes no tail.

## 3. The distribution of depths

A depth smaller than $e$ means $|q|<q_e$, where $q_e=\sqrt{2e/c}$. Since $G_s$ is even,

$$\mathrm{Prob}(\text{depth}<e)=2\int_0^{q_e}G_s(q)\,dq. \tag{8}$$

Differentiating with respect to $e$ gives $P(e)=2G_s(q_e)\,dq_e/de$. The factor 2 counts the displacements $+q_e$ and $-q_e$. The remaining pieces are

$$\frac{dq_e}{de}=\frac{1}{\sqrt{2ce}},\qquad \frac{q_e^2}{2s^2}=\frac{e}{cs^2}=\frac eW. \tag{9}$$

The constants combine as $2/(\sqrt{2\pi}\,s\sqrt{2ce})=1/\sqrt{\pi cs^2e}$, so

$$\boxed{P(e)=\frac{e^{-e/W}}{\sqrt{\pi We}},\qquad e>0.} \tag{10}$$

Within the model (1)–(2) this holds at every depth. The exponential comes from the Gaussian, and the inverse square root is the Jacobian of the quadratic map. The divergence at $e=0$ is integrable.

The fraction of levels deeper than $e$ follows from (8) with $v=q/(\sqrt2\,s)$:

$$f(e)=\frac{2}{\sqrt\pi}\int_{\sqrt{e/W}}^\infty e^{-v^2}dv=\operatorname{erfc}\sqrt{e/W}. \tag{11}$$

At $e=0$ it equals 1, which confirms the normalization. The Gaussian average of $e^{-ke}$ is also elementary, because $e^{-kcq^2/2}$ merely changes the inverse variance from $1/s^2$ to $(1+kW)/s^2$:

$$\langle e^{-ke}\rangle=(1+kW)^{-1/2},\qquad k>-1/W. \tag{12}$$

Minus its derivative at $k=0$ is the mean depth, $W/2$.

**Two coordinates.** If two independent coordinates have the same $W$ and their depths add, the average is the product of two factors (12), namely $(1+kW)^{-1}$. This is the Laplace transform of

$$P_2(e)=\frac1W e^{-e/W}, \tag{13}$$

since $W^{-1}\int_0^\infty e^{-(k+1/W)e}de=1/(1+kW)$. The inverse square root has gone. For equal widths the prefactor thus depends on the number of active coordinates, while the exponential factor is common to both cases. If the widths differ, $W_1>W_2$, the inverse square root returns, with the width $W_1$, once $e\,(1/W_2-1/W_1)\gg1$.

## 4. What a measured slope gives

On a logarithmic plot the local width $w(e)$ is defined by $1/w=-d\ln P/de$. From (10),

$$\frac1{w(e)}=\frac1W+\frac1{2e}. \tag{14}$$

Thus $w<W$ at finite depth, and $w\to W$ for $e\gg W/2$. A straight line through the points at $e_1$ and $e_2$ gives

$$\frac1{w_{12}}=\frac{\ln[P(e_1)/P(e_2)]}{e_2-e_1}=\frac1W+\frac{\ln(e_2/e_1)}{2(e_2-e_1)}. \tag{15}$$

If (10) applies, plotting $\ln(\sqrt e\,P)$ removes the second term and returns $W$.

An optical edge adds the final states. Take transitions from the tail to a conduction band with a square-root density of states and no tail, with a constant matrix element. At a photon energy $D$ below the gap, a level of depth $e>D$ reaches a band state at energy $e-D$. With $y=e-D$ and $D\gg W$, the slowly varying prefactor may be taken at $e=D$:

$$\alpha\propto\frac{e^{-D/W}}{\sqrt{\pi WD}}\int_0^\infty\sqrt y\,e^{-y/W}dy=\frac{W}{2\sqrt D}\,e^{-D/W}, \tag{16}$$

because the integral is $\sqrt\pi\,W^{3/2}/2$. Under these conditions the absorption edge inherits both the width and the prefactor. The approach is slow: at $D\simeq4W$ the full integral is about 13% below (16).

## 5. Frozen and thermal displacements

Let the equilibrium position of $q$ have a frozen Gaussian spread $s_0$, and let the atom vibrate about it with mass $M$ and frequency $\omega$. Write the vibration as $x=\ell(a+a^\dagger)$, $\ell^2=\hbar/2M\omega$, and let $A=e^{i\kappa x}$, $\chi=\langle A\rangle$ and $\beta=1/k_BT$. The thermal density matrix obeys $\rho a=e^{\beta\hbar\omega}a\rho$, so $\langle aA\rangle=e^{\beta\hbar\omega}\langle Aa\rangle$. The commutator $[a,A]=i\kappa\ell A$ then gives

$$\langle aA\rangle=i\kappa\ell(n+1)\chi,\qquad \langle a^\dagger A\rangle=i\kappa\ell\,n\chi, \tag{17}$$

with $n=1/(e^{\beta\hbar\omega}-1)$; the second result follows in the same way from $[a^\dagger,A]=-i\kappa\ell A$. Hence $d\chi/d\kappa=i\langle xA\rangle=-\kappa\ell^2(2n+1)\chi$. Its solution is a Gaussian in $\kappa$, so $x$ is Gaussian with variance $\ell^2(2n+1)$. Independent variances add:

$$s^2=s_0^2+\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}. \tag{18}$$

With the stiffness $K=M\omega^2$, the thermal part of $W$ tends to $(c/K)k_BT$ for $k_BT\gg\hbar\omega$, and to $(c/K)\hbar\omega/2$ at low temperature. Frozen disorder keeps the tail finite as $T\to0$. The zero-point term enters $W$ only in the picture of fixed atoms and does not make a tail by itself. For $s_0=0$, $c<K$ and $T=0$ the transition starts in the vibrational ground state and cannot end below the ground state with the hole, whose frequency is $\omega\sqrt{1-c/K}$. The depth then cannot exceed $\tfrac12\hbar\omega\,(1-\sqrt{1-c/K})$, about 5 meV for the parameters of Section 6. Equation (18) is a fair input to (10) when the frozen part strongly dominates; Section 7 sizes the error.

## 6. A worked example

Take $g=32$ eV/nm, $\Delta=4$ eV, $s_0=0.013$ nm, an oscillator of mass 16 u with $\hbar\omega=0.07$ eV, and $T=300$ K. Equation (6) gives

$$c=\frac{2(32)^2}{4}=512\ \text{eV/nm}^2.$$

The thermal rms displacement is 0.0046 nm. The frozen and thermal parts of $W$ are 0.0865 and 0.0109 eV, so

$$W=0.0974\ \text{eV}=97.4\ \text{meV}.$$

With the other parameters fixed, $W$ is 96.1 meV at 100 K and 99.0 meV at 400 K. Frozen disorder dominates.

At $e=0.4$ eV, $e/W=4.11$ and

$$P=\frac{e^{-4.11}}{\sqrt{\pi(0.0974)(0.4)}}\simeq0.047\ \text{eV}^{-1}.$$

For $10^{21}$ sites per cm³ this means $4.7\times10^{19}$ states/(cm³ eV). Within the quadratic law, about 0.42% of the levels lie deeper. In a random sample of displacements sorted into seven depth intervals from 0 to 0.6 eV, the largest departure from (10) was 1.8 standard deviations.

The local width (14) is 78 meV at 0.2 eV and 90 meV at 0.6 eV. For a line from 0.2 to 0.5 eV, (15) gives

$$\frac1{w_{12}}=10.3+\frac{\ln2.5}{0.6}=11.8\ \text{eV}^{-1},$$

or 85 meV. Reading this slope as $W$ would underestimate it by 13% of its value.

## 7. Where the law bends

The following effects are sized one at a time with the other parameters fixed. They need not add.

**Finite partner distance.** The root (5) grows linearly, not quadratically, when $|gq|\gg\Delta$. From (5), $q_e=\sqrt{e(e+\Delta)}/g$ and

$$\frac{dq_e}{de}=\frac{2e+\Delta}{2g\sqrt{e(e+\Delta)}}. \tag{19}$$

Equation (6) gives $2g^2s^2=W\Delta$, so $q_e^2/2s^2=e/W+e^2/(W\Delta)$. Inserting both in $P=2G_s(q_e)\,dq_e/de$,

$$P_\Delta(e)=\frac{2e+\Delta}{\sqrt{\pi W\Delta e(e+\Delta)}}\,e^{-e/W-e^2/(W\Delta)}. \tag{20}$$

For $\Delta\to\infty$ at fixed $W$ this returns (10). At finite $\Delta$ the far tail is Gaussian. The exponential law needs $e\ll\sqrt{W\Delta}$, here 0.62 eV, as well as $e\ll\Delta$. At 0.4 eV the density is already 0.76 times that of (10), and the fraction of deeper levels is 0.27% instead of 0.42%; at 0.6 eV the density ratio is 0.48.

The slope hides this bending. Differentiating (20),

$$\frac1w=\frac1W+\frac1{2e}+\frac{2e}{W\Delta}+\frac1{2(e+\Delta)}-\frac2{2e+\Delta}. \tag{21}$$

The second term falls with depth and the third rises. Their sum is stationary where $1/(2e^2)=2/(W\Delta)$, that is at $e=\sqrt{W\Delta}/2\simeq0.31$ eV, inside the fitting window. The curve therefore looks nearly straight there, with an apparent width of 75 meV, although $W$ is 97 meV. Straightness on a logarithmic plot does not establish (10), and multiplying such data by $\sqrt e$ would not return $W$.

**An opposing partner.** With $g_2=16$ eV/nm and $\Delta_2=3$ eV, (7) gives $c=2(256-85.3)=341$ eV/nm². The width $W$ falls by a third, to 65 meV. This is the curvature at small $q$ only. In the full three-level problem the depth saturates at $(g^2\Delta_2-g_2^2\Delta)/(g^2+g_2^2)=1.6$ eV and the tail bends more strongly: at 0.4 eV the density is 0.27 times that of (10) with $W=65$ meV.

**Broken mirror symmetry.** A residual linear term makes the depth $bq+cq^2/2$. With $a=b/c$, completing the square gives

$$e+\tfrac12ca^2=\tfrac12c(q+a)^2\equiv u. \tag{22}$$

The two roots are $q=-a\pm x$, with $x=\sqrt{2u/c}$, and the slope at each has magnitude $cx=\sqrt{2cu}$. Adding the two Gaussians,

$$P_b(e)=\frac{e^{-(u+ca^2/2)/W}}{\sqrt{\pi Wu}}\cosh\frac{ax}{s^2}. \tag{23}$$

The cosh grows as the exponential of $\sqrt u$, so the asymptotic width is still $W$, but it is approached slowly. For $b=2$ eV/nm, an offset $a=0.0039$ nm, the density at 0.4 eV rises by a factor 1.24. This $b$ is small, since $bs=0.028$ eV is well below $W$. For $b=5$ and 10 eV/nm the factor is 2.4 and 5.6, and the apparent width from 0.2 to 0.5 eV is 110 and 152 meV.

**A spread reference level.** Let the reference energy have an independent Gaussian spread $\sigma$, and let $\eta$ be its contribution to the depth. The tail is the average of $P(e-\eta)$. Its exponential supplies a factor $e^{\eta/W}$, and

$$-\frac{\eta^2}{2\sigma^2}+\frac\eta W=-\frac{(\eta-\sigma^2/W)^2}{2\sigma^2}+\frac{\sigma^2}{2W^2}. \tag{24}$$

The weight is now centred at $\eta=\sigma^2/W$. Taking the square-root prefactor there, for $e-\sigma^2/W\gg\sigma$, multiplies (10) by

$$e^{\sigma^2/2W^2}\sqrt{\frac{e}{e-\sigma^2/W}}. \tag{25}$$

For $\sigma=0.05$ eV and $e=0.4$ eV this is 1.18; direct integration gives 1.19. The effect grows quickly with $\sigma$: direct integration gives 2.1 for $\sigma=0.1$ eV and 9.7 for $\sigma=0.2$ eV, where (25) no longer applies and the apparent width from 0.2 to 0.5 eV is 150 meV.

**Transfer between sites.** Let the level couple by $t$ to $z$ neighbours at the reference energy, which are not coupled to one another. For depth $X$ and central amplitude 1, each neighbour has amplitude $t/X$, so

$$X=e+\frac{zt^2}{X},\qquad X=\tfrac12\left(e+\sqrt{e^2+4zt^2}\right). \tag{26}$$

With $t=0.05$ eV, $z=6$ and $e=0.4$ eV, $X=0.4345$ eV. The shift from the reference energy is about a third of $W$. In a solid the same transfer also moves the band edge, and by much more. On a simple cubic lattice with all other sites at the reference energy the edge moves by $zt=0.30$ eV. The level with $e=0.4$ eV then lies at $X=0.44$ eV, only 0.14 eV beyond the edge, and levels with $e<0.20$ eV are not bound at all. Depths in (10) are measured from the reference energy, not from the band edge.

**Relaxation after trapping.** With a hole present and frozen equilibrium position $q_0$, the classical energy is

$$U=\tfrac12K(q-q_0)^2-\tfrac12cq^2. \tag{27}$$

For $c<K$ its minimum is at $q=Kq_0/(K-c)$. There $q-q_0=cq_0/(K-c)$, and

$$U_{\min}=\frac{Kq_0^2(c^2-cK)}{2(K-c)^2}=-\frac{cq_0^2}{2}\,\frac{K}{K-c}. \tag{28}$$

Here $c/K=0.273$, so the frozen part of the depth grows by a factor 1.375, and its width from 86.5 to 119 meV. For these parameters the relaxed trap depth, relevant to slow thermal release, is distributed more widely than the vertical depth (119 against 97 meV). This holds when $s_0^2\,c/(K-c)$ exceeds the vibrational variance, and fails for weak frozen disorder. The factor belongs to the quadratic law; with (5) it falls to 1.24 at a vertical depth of 0.4 eV. For $c>K$ the quadratic model has no minimum for any $q_0$, nor for $c=K$ with $q_0\neq0$, and (5) must replace (1).

**Quantum motion of the lattice.** Equation (10) treats $q$ as fixed during the transition. Let $H$ be the vibrational Hamiltonian without the hole and $H+V$ that with it, $V=-cq^2/2$. For an initial state $|i\rangle$ of energy $E_i$, $(H+V-E_i)|i\rangle=V|i\rangle$. The first moment of the transition energy is therefore $\langle V\rangle$, as in the frozen picture. The third is

$$\langle V(H+V-E_i)V\rangle=\langle V^3\rangle+\tfrac12\langle[V,[H,V]]\rangle. \tag{29}$$

The double commutator follows from $[V,p]=i\hbar V'$ and equals $\hbar^2V'^2/M$. Since $V'^2=c^2q^2$ averages to $cW$, and depth is minus the transition energy,

$$\langle e^3\rangle=\tfrac{15}{8}W^3-\frac{\hbar^2cW}{2M}, \tag{30}$$

where the first term uses $\langle q^6\rangle=15s^6$. With $\hbar^2/M=(\hbar\omega)^2/K$, the relative reduction is

$$\frac{4}{15}\,\frac cK\left(\frac{\hbar\omega}{W}\right)^2=\frac{4}{15}(0.273)\left(\frac{0.07}{0.0974}\right)^2\simeq3.8\%.$$

This small value concerns the third moment; it does not bound the error in the far tail. For the example, summing over the vibrational states with and without the hole lowers the fraction deeper than 0.4 eV by about 7% and gives a far-tail width of 95.5 meV instead of 97.4 meV. The changes are modest because frozen disorder supplies 89% of $W$. For $s_0=0.008$ nm, a frozen share of 75%, the fraction deeper than the same $e/W$ is 27% lower and the far-tail width is 40 instead of 44 meV.

## 8. Comparison with an amorphous oxide

The example is placed in the regime of amorphous In-Ga-Zn-O, whose valence-band tail has a width of very roughly 0.1 eV. The agreement in size follows from the choice of parameters and is not a prediction. The frozen displacement is some 6% of a metal–oxygen distance of roughly 0.2 nm. The site density is a round choice, well below the total oxygen density of such an oxide, which is some $10^{22}$ cm⁻³ or more. In a real film no site has perfect mirror symmetry, reference energies vary, and empty cation states across the gap can act as opposing partners. For the small values $b=2$ eV/nm and $\sigma=0.05$ eV, the first two raise the density at 0.4 eV by about a fifth to a quarter; once $bs$ or $\sigma$ reaches $W$ they raise it by a factor of two or more and can dominate the measured slope. The third, for the values tried, lowers $W$ by a third. Since only the combination $cs^2$ enters (10), a tail width measured at one temperature does not determine $c$ or $s$ separately; by (18) its weak temperature dependence, 3 meV from 100 to 400 K in the example, would fix $c$ only if $M$ and $\omega$ were known. It gives $cs^2$ itself only when these effects and the finite partner distance are small or independently known. The numerical output below lists the density (10), the fraction of deeper levels and the local width (14) at four depths; the corrections to the density are compared at 0.4 eV.

## Numbers as computed

```
mixing g = 32.0 eV/nm, partner distance = 4.0 eV
frozen rms displacement = 0.0130 nm
phonon = 0.070 eV, mass = 16 u, T = 300 K
curvature c = 512.0 eV/nm^2
lattice stiffness K = 1876 eV/nm^2, c/K = 0.273
thermal rms displacement = 0.00462 nm
total rms displacement s = 0.01380 nm
frozen part of W = 0.0865 eV
thermal part of W = 0.0109 eV
W at 300 K = 0.0974 eV = 97.4 meV
W at 100 K = 0.0961 eV
W at 400 K = 0.0990 eV
mean depth W/2 = 0.0487 eV
sampling test: worst bin off by 1.79 standard deviations
site density = 1.0e+21 cm^-3
e = 0.1 eV: P = 2.048 /eV, states = 2.05e+21 /(cm^3 eV)
   fraction deeper = 1.520e-01, local width = 0.0655 eV
e = 0.2 eV: P = 0.519 /eV, states = 5.19e+20 /(cm^3 eV)
   fraction deeper = 4.276e-02, local width = 0.0784 eV
e = 0.4 eV: P = 0.04713 /eV, states = 4.71e+19 /(cm^3 eV)
   fraction deeper = 4.167e-03, local width = 0.0869 eV
e = 0.6 eV: P = 0.004943 /eV, states = 4.94e+18 /(cm^3 eV)
   fraction deeper = 4.495e-04, local width = 0.0901 eV
apparent width, 0.2-0.5 eV = 0.0848 eV
W recovered from sqrt(e) P = 0.0974 eV
NEGLECTED EFFECTS, compared at e = 0.4 eV
finite partner distance: P ratio = 0.759
   local width = 0.0754 eV
   apparent width, 0.2-0.5 eV = 0.0753 eV
opposing partner: g = 16 eV/nm at 3.0 eV
   net c = 341.3 eV/nm^2, W = 0.0650 eV
linear term b = 2.0 eV/nm: P ratio = 1.241
reference spread 0.05 eV: P ratio = 1.187
   tail formula gives 1.179
transfer t = 0.05 eV, z = 6: depth = 0.4345 eV
relaxation: frozen depth grows by factor 1.375
   relaxed frozen width = 0.1190 eV
quantum lattice: third moment lower by 3.76 %
```
